# Casimir-Polder Quadrature with a Rational Map and Gauss-Legendre Nodes

## Definitions and conventions

Hartree atomic units are used: energies and frequencies in $E_h$, polarisabilities in $a_0^3$, and $C_6$ in $E_ha_0^6$. Two isotropic species A and B at a separation $R$ large enough for their charge clouds not to overlap, but small enough for retardation to be negligible, attract each other with the leading dispersion energy $E=-C_6/R^6$, where

$$C_6=\frac{3}{\pi}\int_0^\infty \alpha_A(i\omega)\,\alpha_B(i\omega)\,d\omega. \tag{1}$$

This Casimir-Polder formula is the starting point. For a molecule, $\alpha$ is one third of the trace of the polarisability tensor, and $C_6$ is then the orientational average. At imaginary frequency the polarisability is real, positive and free of resonances, so the integrand is smooth.

The single-pole model treats each species as one oscillator of frequency $\omega_X>0$ and static polarisability $\alpha_X$:

$$\alpha_X(i\omega)=\frac{\alpha_X\,\omega_X^2}{\omega_X^2+\omega^2},\qquad X=A,B. \tag{2}$$

A relative error is always (exact − quadrature)/exact. A positive error means that the quadrature is too small. "Exact" refers to the integral of the stated model, not to experiment.

## The closed form

For $\omega_A\neq\omega_B$, partial fractions give

$$\frac{1}{(\omega_A^2+\omega^2)(\omega_B^2+\omega^2)}=\frac{1}{\omega_B^2-\omega_A^2}\left[\frac{1}{\omega_A^2+\omega^2}-\frac{1}{\omega_B^2+\omega^2}\right]. \tag{3}$$

Each term is a Lorentzian with

$$\int_0^\infty\frac{d\omega}{\omega_X^2+\omega^2}=\frac{1}{\omega_X}\left[\arctan\frac{\omega}{\omega_X}\right]_0^\infty=\frac{\pi}{2\omega_X}.$$

The difference of the two integrals is $\frac{\pi}{2}(\omega_B-\omega_A)/(\omega_A\omega_B)$. Since $\omega_B^2-\omega_A^2=(\omega_B-\omega_A)(\omega_B+\omega_A)$, one factor cancels, and

$$C_6=\frac{3}{\pi}\,\alpha_A\alpha_B\,\omega_A^2\omega_B^2\,\frac{\pi}{2\,\omega_A\omega_B(\omega_A+\omega_B)}=\frac32\,\alpha_A\alpha_B\,\frac{\omega_A\omega_B}{\omega_A+\omega_B}. \tag{4}$$

This is London's formula. Both sides are continuous at $\omega_A=\omega_B=\omega$, where it becomes $\frac34\alpha_A\alpha_B\,\omega$.

## The algorithm

Choose a scale $\omega_0>0$ and set

$$\omega=\omega_0\frac{1+t}{1-t},\qquad d\omega=\frac{2\omega_0}{(1-t)^2}\,dt,\qquad -1<t<1. \tag{5}$$

The centre $t=0$ is $\omega=\omega_0$, and changing $t$ to $-t$ changes $\omega$ to $\omega_0^2/\omega$. Low and high frequencies are thus treated alike on a logarithmic scale.

1. Take the nodes $t_k$ and weights $w_k$ of the $n$-point Gauss-Legendre rule on $[-1,1]$.
2. Form $\omega_k=\omega_0(1+t_k)/(1-t_k)$ and $W_k=2\omega_0w_k/(1-t_k)^2$.
3. Evaluate both polarisabilities at $i\omega_k$ and form

$$C_6^{(n)}=\frac3\pi\sum_{k=1}^nW_k\,\alpha_A(i\omega_k)\,\alpha_B(i\omega_k). \tag{6}$$

The factor $(1-t)^{-2}$ does no harm at $t=1$: the product of polarisabilities falls as $\omega^{-4}$, hence as $(1-t)^4$, and the mapped integrand vanishes as $(1-t)^2$.

## Where the poles go

The convergence rate is set by the singularities of the mapped integrand. Let $r=\omega_X/\omega_0$. Inserting (5) in one Lorentzian gives

$$\frac{d\omega}{\omega_X^2+\omega^2}=\frac{2}{\omega_0}\,\frac{dt}{(1+t)^2+r^2(1-t)^2}=\frac{2}{\omega_0(1+r^2)}\,\frac{dt}{t^2-2ct+1},\qquad c=\frac{r^2-1}{r^2+1}.$$

The inverse map $t=(\omega-\omega_0)/(\omega+\omega_0)$ sends the pole $\omega=i\omega_X$ to

$$z=\frac{ir-1}{ir+1}=\frac{r^2-1+2ir}{1+r^2}=c+is,\qquad s=\frac{2r}{1+r^2}. \tag{7}$$

Here $c^2+s^2=1$, so the pole lies on the unit circle, away from $\pm1$ for finite $r>0$. For real $t$,

$$\mathrm{Im}\,\frac1{t-z}=\frac{s}{(t-c)^2+s^2}=\frac{s}{t^2-2ct+1}.$$

The remaining prefactor is $2/[\omega_0(1+r^2)s]=1/(\omega_0r)=1/\omega_X$, so that

$$\frac{d\omega}{\omega_X^2+\omega^2}=\frac1{\omega_X}\,\mathrm{Im}\,\frac{1}{t-z}\,dt. \tag{8}$$

## The quadrature error of one Lorentzian

The nodes are the zeros of the Legendre polynomial $P_n$, and the rule integrates polynomials up to degree $2n-1$ exactly. Write

$$\frac1{z-t}=\frac{1}{P_n(z)}\,\frac{P_n(z)-P_n(t)}{z-t}+\frac{P_n(t)}{P_n(z)(z-t)}.$$

The first term is a polynomial in $t$ of degree $n-1$ and is integrated without error. The second vanishes at every node, so the rule assigns it zero. The whole error for $1/(z-t)$ is therefore the integral of the second term:

$$\frac{1}{P_n(z)}\int_{-1}^1\frac{P_n(t)}{z-t}\,dt=\frac{2Q_n(z)}{P_n(z)},\qquad Q_n(z)=\frac12\int_{-1}^{1}\frac{P_n(t)}{z-t}\,dt.$$

Equation (8) contains $1/(t-z)$, which reverses the sign. Dividing by the exact integral $\pi/(2\omega_X)$ gives the relative error of one Lorentzian,

$$\varepsilon_n(r)=-\frac4\pi\,\mathrm{Im}\,\frac{Q_n(z)}{P_n(z)}. \tag{9}$$

This holds for every $n\ge1$, apart from rounding.

## The geometric rate

Let $\phi=z+\sqrt{z^2-1}$ with the root chosen so that $\rho=|\phi|>1$. Then $\phi+\phi^{-1}=2z$, and the generating function of the Legendre polynomials factorises:

$$\sum_nP_n(z)h^n=(1-2zh+h^2)^{-1/2}=(1-h\phi)^{-1/2}(1-h/\phi)^{-1/2}.$$

With $(1-x)^{-1/2}=\sum_kb_kx^k$ and $b_k=\binom{2k}{k}4^{-k}$, the coefficient of $h^n$ is

$$P_n(z)=\phi^n\sum_{k=0}^nb_kb_{n-k}\phi^{-2k}.$$

The powers $\phi^{-2k}$ confine the sum to small $k$, where $b_{n-k}\approx b_n\approx1/\sqrt{\pi n}$ by Stirling's formula. The remaining sum is $\sum_kb_k\phi^{-2k}=(1-\phi^{-2})^{-1/2}$. Hence, for large $n$,

$$P_n(z)\approx\frac{\phi^n}{\sqrt{\pi n\,(1-\phi^{-2})}}. \tag{10}$$

For $Q_n$, start from the recurrence $(n+1)P_{n+1}(t)=(2n+1)tP_n(t)-nP_{n-1}(t)$. Divide it by $2(z-t)$, write $t=z-(z-t)$ and integrate. The extra term contains $\int P_n\,dt$, which is zero for $n\ge1$, so $Q_n(z)$ obeys the same recurrence. Multiplying the recurrence for $P$ by $Q_n$, that for $Q$ by $P_n$, and subtracting gives

$$(n+1)(P_{n+1}Q_n-Q_{n+1}P_n)=n(P_nQ_{n-1}-Q_nP_{n-1}).$$

This quantity is independent of $n$. Its first value is $P_1Q_0-Q_1P_0=zQ_0-(zQ_0-1)=1$. Division by $(n+1)P_nP_{n+1}$ yields

$$\frac{Q_n}{P_n}-\frac{Q_{n+1}}{P_{n+1}}=\frac1{(n+1)P_nP_{n+1}}.$$

On $[-1,1]$ one has $|P_n|\le1$, so $Q_n(z)$ stays bounded while $P_n(z)$ grows. The ratio $Q_n/P_n$ thus tends to zero, and the differences can be summed to infinity. With (10),

$$\frac{Q_n}{P_n}=\sum_{k\ge n}\frac1{(k+1)P_kP_{k+1}}\approx\pi(1-\phi^{-2})\sum_{k\ge n}\phi^{-(2k+1)}=\pi\,\phi^{-(2n+1)}.$$

Writing $\phi=\rho e^{i\eta}$ in (9), we obtain

$$\varepsilon_n(r)\approx4\rho^{-(2n+1)}\sin[(2n+1)\eta]. \tag{11}$$

To find $\rho$, use $z\pm1=\frac12(\phi^{1/2}\pm\phi^{-1/2})^2$. The parallelogram identity then gives $|z+1|+|z-1|=\rho+\rho^{-1}$. From (7), $|z-1|=2/\sqrt{1+r^2}$ and $|z+1|=2r/\sqrt{1+r^2}$, so

$$\frac{\rho+\rho^{-1}}2=\frac{1+r}{\sqrt{1+r^2}},\qquad \rho=\frac{1+r+\sqrt{2r}}{\sqrt{1+r^2}}. \tag{12}$$

The second form is the larger root of the quadratic equation for $\rho$, with $(1+r)^2/(1+r^2)-1=2r/(1+r^2)$ under the square root. This last quantity equals $1/\cosh(\ln r)$, so $\rho$ falls steadily as $|\ln r|$ grows. Its maximum is $1+\sqrt2$, at $r=1$. There each further node reduces the amplitude by $(1+\sqrt2)^2\approx5.83$.

The factor $4\rho^{-(2n+1)}$ will be called the envelope. It is the leading large-$n$ amplitude, not a rigorous bound. The sine can make an individual error much smaller than the envelope.

## Two poles and the choice of scale

Let $r_X=\omega_X/\omega_0$. By (3), the quadrature replaces $\pi/(2\omega_X)$ by $\pi[1-\varepsilon_n(r_X)]/(2\omega_X)$ in each term. The relative error of $C_6$ is therefore

$$\varepsilon_{AB}=\frac{\varepsilon_n(r_A)/\omega_A-\varepsilon_n(r_B)/\omega_B}{1/\omega_A-1/\omega_B}=\frac{\omega_B\,\varepsilon_n(r_A)-\omega_A\,\varepsilon_n(r_B)}{\omega_B-\omega_A}. \tag{13}$$

The slower of the two rates wins at large $n$. The distances $|\ln r_A|$ and $|\ln r_B|$ cannot both be less than $\frac12|\ln(\omega_B/\omega_A)|$. They both equal this value at

$$\omega_0=\sqrt{\omega_A\omega_B}, \tag{14}$$

which therefore gives the best asymptotic rate. It need not give the smallest error at each individual $n$.

At this scale $r_B=1/r_A$. Replacing $r$ by $1/r$ changes $z$ into $-\bar z$. By the parity of $P_n$, this changes $Q_n/P_n$ into minus its complex conjugate, whose imaginary part is the same. Thus $\varepsilon_n(r_B)=\varepsilon_n(r_A)$, and (13) reduces to $\varepsilon_{AB}=\varepsilon_n(r_A)$: the pair has the error of a single Lorentzian.

Two limits show what this means.

**Equal frequencies.** At the matched scale, continuity gives $\varepsilon_{AB}=\varepsilon_n(1)$. At any other scale, (13) tends to $\varepsilon_n(r)-r\,d\varepsilon_n/dr$. Differentiating $\phi^{-(2n+1)}$ brings down a factor $2n+1$, so the double pole costs an additional factor of order $n$, while the geometric rate remains.

**Widely different frequencies.** For $\omega_A\ll\omega_B$, (12) gives $\ln\rho\approx\sqrt{2r_A}$ with $r_A=\sqrt{\omega_A/\omega_B}$. Setting the envelope equal to a target $\tau$ gives

$$n\approx\frac12\left[\frac{\ln(4/\tau)}{\ln\rho}-1\right], \tag{15}$$

so at the matched scale the number of nodes grows as $(\omega_B/\omega_A)^{1/4}$, and the rate $\ln\rho$ vanishes as $\omega_A/\omega_B\to0$. For a fixed target, a scale nearer the lower frequency can need fewer nodes. With $\omega_0=\omega_A$, for example, (13) multiplies the slowly converging error of pole B by about $-\omega_A/\omega_B$, so that this error matters only when the target is small enough to resolve it.

## A model pair

Take $\alpha_A=10$, $\omega_A=0.4$, $\alpha_B=5$ and $\omega_B=0.9$. London's formula gives

$$C_6=\frac32\times10\times5\times\frac{0.4\times0.9}{0.4+0.9}=20.76923.$$

The matched scale is $\omega_0=\sqrt{0.36}=0.6$, so $r_A=2/3$, $\rho=2.3475$ and $\eta=1.8518$ rad. The envelope falls by $\rho^2=5.51$ per node.

| $n$ | $C_6^{(n)}$ | relative error | envelope |
|---:|---:|---:|---:|
| 4 | 20.799592 | $-1.46\times10^{-3}$ | $1.85\times10^{-3}$ |
| 6 | 20.770299 | $-5.14\times10^{-5}$ | $6.08\times10^{-5}$ |
| 8 | 20.769228 | $1.36\times10^{-7}$ | $2.00\times10^{-6}$ |
| 10 | 20.769230 | $6.03\times10^{-8}$ | $6.60\times10^{-8}$ |
| 12 | 20.769231 | $1.57\times10^{-9}$ | $2.17\times10^{-9}$ |

The value at $n=8$ is better than the trend. Its phase is $17\eta=31.481$, only 0.065 above $10\pi$, so the sine is 0.065. Equation (11) then predicts $0.065\times2.00\times10^{-6}=1.3\times10^{-7}$, as found. The next two nodes consequently seem to gain little, although the envelope falls by a factor of 30. The ratio of two errors can therefore misrepresent the convergence rate.

For $\tau=10^{-6}$, (15) gives 8.4, hence 9 nodes. The tests confirm that 9 to 12 nodes all meet this target. Eight nodes meet it too, but through the small sine.

A poor scale is costly. With 12 nodes, $\omega_0=0.15$ gives an error of $-2.26\times10^{-6}$ and $\omega_0=2.4$ gives $4.97\times10^{-6}$, over a thousand times the matched error in magnitude. In the first case the slow pole is B, with $r_B=6$; in the second it is A, with $r_A=1/6$. The two have the same $\varepsilon_n$, but (13) multiplies it by $-0.4/0.5=-0.8$ and $0.9/0.5=1.8$ respectively. This explains the opposite signs and most of the difference in size.

## Many poles: two ammonia molecules

A finite-basis response calculation gives a sum of poles,

$$\alpha(i\omega)=\sum_m\frac{f_m}{\Omega_m^2+\omega^2},\qquad f_m\ge0.$$

Each term has the form (2) with static polarisability $f_m/\Omega_m^2$. Applying (4) to every pair gives, for two identical molecules,

$$C_6=\frac32\sum_{m,n}\frac{f_mf_n}{\Omega_m\Omega_n(\Omega_m+\Omega_n)}. \tag{16}$$

The quadrature is linear in the integrand, so its relative error is the average of the pair errors, weighted by the positive contributions to (16).

For NH$_3$ the response is coupled Hartree-Fock in the aug-cc-pVDZ basis, at a rounded, unoptimised geometry with N–H distance $1.90\,a_0$ and H–N–H angle $107^\circ$. For real orbitals, with $i,j$ occupied and $a,b$ empty, the singlet matrices are

$$A_{ia,jb}=\delta_{ij}\delta_{ab}(\epsilon_a-\epsilon_i)+2(ia|jb)-(ij|ab),\qquad B_{ia,jb}=2(ia|jb)-(ib|ja).$$

Let $d_k$ hold the matrix elements $\langle i|x_k|a\rangle$. A unit field along $k$ perturbs each electron by $+x_k$, and the linear response equations at real frequency $\omega$ are

$$AX+BY-\omega X=-d_k,\qquad BX+AY+\omega Y=-d_k.$$

Their difference gives $X-Y=\omega(A-B)^{-1}(X+Y)$. Inserting this in their sum and replacing $\omega$ by $i\omega$ gives

$$[A+B+\omega^2(A-B)^{-1}](X+Y)=-2d_k.$$

The induced dipole along $l$ is $-2d_l^T(X+Y)$, where the 2 counts the spins and the minus sign is the electron charge. Hence

$$\alpha_{lk}(i\omega)=4\,d_l^T[A+B+\omega^2(A-B)^{-1}]^{-1}d_k. \tag{17}$$

The quadrature solves these linear equations at each node and needs no excitation energies. For the reference, let $S=(A-B)^{1/2}$. The inverse in (17) equals $S[S(A+B)S+\omega^2]^{-1}S$. The eigenvalues of $S(A+B)S$ are $\Omega_m^2$, and its normalised eigenvectors $F_m$ give $f_m=\frac43\sum_k(F_m^TSd_k)^2$.

There are 225 eigenvalues, with $\Omega_m$ from 0.272 to 18.4 $E_h$. By symmetry 21 of them carry no dipole strength and many of the others are degenerate pairs, so $\alpha$ has 129 distinct poles. Those above 15 $E_h$ are excitations of the nitrogen core. A scale can be chosen without knowing them. At high frequency the $N$ electrons respond as if free, $\alpha(i\omega)\to N/\omega^2$. A single pole with this tail and the correct static value has $\omega_0=\sqrt{N/\alpha(0)}$. With $N=10$ and $\alpha(0)=12.50$, this is $0.894$. In this basis the strengths sum to 8.42 instead of 10, a sign of its incompleteness; in aug-cc-pVTZ they sum to 9.09. The choice of $\omega_0$ affects only the speed of convergence, not the limit.

The double sum (16) gives $C_6=74.4\,E_ha_0^6$, or $7.12\times10^{-78}$ J m$^6$, in this basis. The value is not converged in the basis: aug-cc-pVTZ gives $C_6=76.0$ and $\alpha(0)=12.75$, and adding one more diffuse shell of each angular momentum to aug-cc-pVDZ gives $76.3$ and $12.8$, a shift of 2 to 3 per cent. The aug-cc-pVDZ value serves here as the reference for the quadrature. Relative to it, the quadrature error is $-1.4\times10^{-3}$ with 4 nodes, $7.5\times10^{-6}$ with 8 and $-1.7\times10^{-8}$ with 12. Very distant poles contribute little to the error at 4 and 8 nodes; at 12 nodes the pairs containing a core pole give $-4.4\times10^{-8}$, partly cancelled by $+2.7\times10^{-8}$ from the other pairs. In a pair with $\Omega_n\gg\Omega_m$, (13) multiplies the error of the distant pole by about $-\Omega_m/\Omega_n$, which is small in magnitude, and (16) gives such pairs small weights unless their strengths are large.

Between 16 and 24 nodes the error falls from $3.8\times10^{-9}$ to $1.1\times10^{-11}$, about a factor of 2 per node. The highest pole has $r\approx20.6$, for which (12) gives $\rho^2\approx1.85$. Two oscillating errors do not by themselves identify the cause, but splitting the error into its pair contributions does: from 16 nodes on, almost all of it comes from pairs containing a core pole, although these carry less than $10^{-3}$ of $C_6$.

Equating the computed $C_6$ to $\frac34\alpha(0)^2\omega$ defines an effective London frequency,

$$\omega=\frac{4\times74.417}{3\times12.500^2}=0.635\,E_h.$$

It lies well above the lowest pole because it represents the whole response spectrum. In the two larger bases it is about $0.62\,E_h$.

## Conditions and limits of the result

The small quadrature errors say nothing about the quality of the polarisabilities. The ammonia value omits electron correlation in the response, vibration and the rest of the basis. At short range, overlap invalidates (1); at very large range, retardation does.

The geometric rate also rests on a finite set of poles. In a complete basis the spectrum has a continuum reaching to infinite frequency. Its images on the unit circle then approach $t=1$, where $\rho\to1$, and the argument above no longer guarantees a fixed geometric rate. The rule can still be accurate when the high-frequency part carries little weight, but convergence must then be checked by increasing $n$, preferably over several values because of the oscillating sine. The model values and the total aug-cc-pVDZ values are in the numerical output.

## Values computed for the example and the checks

```
Model A: alpha = 10.0 a0^3, pole = 0.40 Eh
Model B: alpha = 5.0 a0^3, pole = 0.90 Eh
Geometric-mean scale = 0.6000 Eh; scan 0.5999 Eh
London C6 = 20.7692307692 Eh a0^6
Adaptive-integral C6 = 20.7692307692 Eh a0^6
r_A = 0.666667, r_B = 1.500000, rho = 2.347519 (no unit)
Envelope reduction per node = 5.5108 (no unit)
Phase eta = 1.851831 rad
Model: n, C6 / Eh a0^6, rel. error, asymptotic error, envelope
  2 20.5921603574  8.526e-03  9.250e-03 5.611e-02
  3 20.6893136721  3.848e-03  3.931e-03 1.018e-02
  4 20.7995920930 -1.462e-03 -1.512e-03 1.847e-03
  6 20.7702989993 -5.143e-05 -5.304e-05 6.083e-05
  8 20.7692279421  1.361e-07  1.305e-07 2.003e-06
 10 20.7692295177  6.026e-08  6.122e-08 6.596e-08
 12 20.7692307366  1.573e-09  1.600e-09 2.172e-09
Nodes for relative error 1e-06: 9
Scale test, n = 12: w0 / Eh, relative error
0.150 -2.261e-06
0.600  1.573e-09
2.400  4.973e-06
Equal poles, matched scale: rho = 2.414214, error at n = 6: 4.114e-05
NH3: N-H = 1.90 a0, H-N-H = 107.0 degrees
NH3 RHF/aug-cc-pVDZ energy = -56.20556778 Eh
NH3 basis functions = 50, response poles = 225
NH3 lowest pole = 0.272366 Eh; iterative 0.272366 Eh
NH3 highest pole = 18.3907 Eh
NH3 sum of strengths = 8.4226 (10 electrons)
NH3 alpha_zz response = 12.80118 a0^3
NH3 alpha_zz finite field = 12.80165 a0^3
NH3 isotropic alpha(0) = 12.499879 a0^3
NH3 map scale = 0.894432 Eh
NH3-NH3 C6 from pole double sum = 74.41712258 Eh a0^6
NH3-NH3 C6 = 7.12428e-78 J m^6
NH3: n, C6 / Eh a0^6, relative error
  4 74.51919420 -1.372e-03
  6 74.41959486 -3.322e-05
  8 74.41656777  7.455e-06
 12 74.41712383 -1.680e-08
 16 74.41712230  3.776e-09
 24 74.41712258  1.148e-11
NH3 effective single-pole frequency = 0.635038 Eh
```
